# Intrinsic Hall conductivity of a massive surface Dirac cone

## Which states must be summed

A calculation of the Hall response of a magnetized topological surface has to decide which filled states enter the momentum sum. When the chemical potential lies in the upper band, it is tempting to sum over the small Fermi pocket alone. For the example below, the pocket gives $+0.35\,e^2/h$, whereas the full intrinsic response is $-0.15\,e^2/h$. The filled lower band supplies the difference and sets the sign.

A second decision is whether the intrinsic value may stand for a measured one. In general it may not: scattering adds terms that survive as the disorder becomes weak. Both points are worked out here.

## Model and result

Atomic units are used in the algebra, so $\hbar=e=1$ and $e^2/h=1/2\pi$. Electrons have charge $-1$. One surface is described near its Dirac point by

$$H=v(k_x\sigma_x+k_y\sigma_y)+m\sigma_z .$$

Here $v$ is the velocity and $m$ the mass produced by magnetization normal to the surface. The chemical potential $\mu$ is measured from the Dirac point. In the example, $v$ stands for $\hbar v$ in eV nm. The spin-momentum locked form $v(k_x\sigma_y-k_y\sigma_x)+m\sigma_z$ follows by a proper spin rotation about $z$, which changes no result below.

Since the three Pauli matrices anticommute, $H^2=v^2k^2+m^2$. The bands are $\pm E$, with

$$E=\sqrt{v^2k^2+m^2},\qquad v^2k_F^2=\mu^2-m^2 .$$

With the convention $j_x=\sigma_{xy}F_y$, where $F_y$ is the electric field, the clean, zero-temperature result is

$$\sigma_{xy}=-\frac{e^2}{2h}\frac{m}{|\mu|},\qquad |\mu|>|m| .$$

Inside the gap it is $-(e^2/2h)\,\mathrm{sgn}\,m$. Its magnitude outside the gap is thus $e^2/2h$ times $|m/\mu|$. Reversing the magnetization reverses the sign; so does exchanging the two current indices.

## The transverse velocity

The field changes the crystal momentum at the rate $\dot k_y=-F_y$. Let a state start in band $n$, and let $\ell$ be the other band. For a weak, slowly applied field, write

$$|\psi\rangle=e^{-i\int E_n dt}\left(|n\rangle+a|\ell\rangle\right),$$

with the phase of $|n\rangle$ chosen so that $\langle n|\dot n\rangle=0$. Project $i\partial_t|\psi\rangle=H|\psi\rangle$ on $\langle\ell|$. To first order in the field, with $\dot a$ dropped because the field varies slowly,

$$i\langle\ell|\dot n\rangle+E_na=E_\ell a,
\qquad a=\frac{i\langle\ell|\dot n\rangle}{E_\ell-E_n}.$$

The velocity operator is $\partial_xH$, where $\partial_x$ means $\partial/\partial k_x$. Differentiating $H|n\rangle=E_n|n\rangle$, projecting on $\langle\ell|$ and taking the complex conjugate gives

$$\langle n|\partial_xH|\ell\rangle=(E_n-E_\ell)\langle\partial_xn|\ell\rangle .$$

The field-induced velocity is therefore

$$\delta v_x=2\,\mathrm{Re}\left[a\langle n|\partial_xH|\ell\rangle\right]
=2\,\mathrm{Im}\left[\langle\partial_xn|\ell\rangle\langle\ell|\dot n\rangle\right].$$

Now $|\dot n\rangle=\dot k_y|\partial_yn\rangle=-F_y|\partial_yn\rangle$. Define the Berry curvature

$$\Omega_n=-2\,\mathrm{Im}\left[\langle\partial_xn|\ell\rangle\langle\ell|\partial_yn\rangle\right].$$

Then $\delta v_x=F_y\Omega_n$. The electron charge supplies one more minus sign in the current:

$$\sigma_{xy}=-\sum_n\int\frac{d^2k}{(2\pi)^2}f_n\Omega_n .$$

The occupation $f_n$ is kept at equilibrium, which is what "intrinsic" means here. The ordinary band velocity then sums to zero, because it is odd in $\mathbf k$ for the cone. With the warping added later it is no longer odd, but the sum still vanishes: a full band carries no current, and the gradient of the energy integrates to zero over a pocket bounded by a line of constant energy.

The sign was tested by evolving a lower-band state in time, with $v=m=1$ and $k_x=0$. The field was raised smoothly to $0.001$ over a time of 80, which moved $k_y$ from 0.40 to 0.36. The final $v_x/F_y$ was 0.41651, against 0.41647 from the curvature derived next.

## Curvature from velocity matrix elements

The derivative identity, used for both directions, turns the curvature into

$$\Omega_n=-2\,\mathrm{Im}
\frac{\langle n|\partial_xH|\ell\rangle\langle\ell|\partial_yH|n\rangle}
{(E_n-E_\ell)^2}.$$

This form suits numerical work, because arbitrary phases of the eigenvectors cancel. For the cone, $\partial_xH=v\sigma_x$, $\partial_yH=v\sigma_y$, and the squared energy difference is $4E^2$.

Let $\mathbf n=(vk_x,vk_y,m)/E$. The band projectors are $P_\pm=(1\pm\mathbf n\cdot\boldsymbol\sigma)/2$. For the upper band, the product of matrix elements is

$$v^2\mathrm{Tr}[P_+\sigma_xP_-\sigma_y]
=\frac{v^2}{4}\mathrm{Tr}[(1+\mathbf n\cdot\boldsymbol\sigma)\sigma_x
(1-\mathbf n\cdot\boldsymbol\sigma)\sigma_y].$$

The four terms of the trace are as follows.

- The term without $\mathbf n$ is $\mathrm{Tr}[\sigma_x\sigma_y]=0$.
- The first linear term is $\mathrm{Tr}[\mathbf n\cdot\boldsymbol\sigma\,\sigma_x\sigma_y]=2in_z$, since $\sigma_x\sigma_y=i\sigma_z$.
- The second is $-\mathrm{Tr}[\sigma_x\,\mathbf n\cdot\boldsymbol\sigma\,\sigma_y]=2in_z$, by cyclic order and $\sigma_y\sigma_x=-i\sigma_z$.
- The quadratic term is $-4n_xn_y$, which is real.

The product is $v^2(in_z-n_xn_y)$, with imaginary part $v^2m/E$. Exchanging the bands gives its complex conjugate. Hence

$$\Omega_\pm=\mp\frac{v^2m}{2E^3}.$$

The curvature peaks at the Dirac point and falls off on the scale $|m|/v$, although its tail beyond $k=|m|/v$ still holds 71% of the integral. A momentum mesh has to resolve that scale, which is $0.1\ \mathrm{nm}^{-1}$ in the example.

## The momentum integral

In units of $e^2/h$, the prefactor $-1/(2\pi)^2$ becomes $-1/2\pi$. The angular integral gives $2\pi$, so each band contributes $-\int k\,dk\,f\Omega$. Since $v^2k\,dk=E\,dE$, the full lower band gives

$$s_-=-\frac m2\int_{|m|}^{\infty}\frac{dE}{E^2}
=-\frac12\,\mathrm{sgn}\,m .$$

This is the whole result when $\mu$ is in the gap. For $\mu>|m|$, the filled pocket of the upper band adds

$$s_+=+\frac m2\int_{|m|}^{\mu}\frac{dE}{E^2}
=\frac m2\left(\frac1{|m|}-\frac1\mu\right).$$

The first term cancels $s_-$, because $m/|m|=\mathrm{sgn}\,m$. What remains is $-m/(2\mu)$.

For $\mu<-|m|$, the upper band is empty and the lower band is filled only where $E>|\mu|$:

$$-\frac m2\int_{|\mu|}^{\infty}\frac{dE}{E^2}
=-\frac{m}{2|\mu|}.$$

Electron and hole doping give the same sign. In both cases the states between $-|\mu|$ and $|\mu|$ drop out: their bands are either both filled or both empty at the same $k$.

At the gap edge the response is continuous, but its slope is not. For $\mu=|m|+\delta$ with $0<\delta\ll|m|$, the magnitude is approximately $\frac12(1-\delta/|m|)$. For $|\mu|\gg|m|$ it vanishes in proportion to $m$, as it must when time-reversal symmetry returns.

If the electron density $n=k_F^2/4\pi$ in the upper band is known instead of $\mu$, substitution gives

$$\frac{\sigma_{xy}}{e^2/h}
=-\frac{m}{2\sqrt{m^2+4\pi nv^2}} .$$

There is also a practical warning about cutoffs. If the momentum sum stops where the band energy is $E_c>|\mu|$, the upper limit of the integral changes and the result becomes

$$-\frac m2\left(\frac1{|\mu|}-\frac1{E_c}\right).$$

The relative error is $|\mu|/E_c$. For $\mu=0.1$ eV, an accuracy of 1% would need $E_c=10$ eV, far beyond the range of the surface model. It is better to take the gap value from theory and integrate only the pocket numerically.

## Why the gap value belongs to a surface

An isolated, gapped two-dimensional lattice of noninteracting electrons has an integer Hall conductivity in units of $e^2/h$. The half-integer therefore needs a three-dimensional bulk behind the surface.

Consider an inversion-symmetric slab whose bulk respects time-reversal symmetry, with one Dirac cone on each face and equal normal magnetization on both. Let it be thick enough that coupling between the faces is negligible even beside $|m|$; a coupling larger than $|m|$ would make the gap response zero. Choose a momentum $\Lambda$ with $|m|\ll v\Lambda$, small enough for the cone model to hold. Inside $\Lambda$, each face contributes $-\frac12\mathrm{sgn}\,m$, up to a correction of order $|m|/v\Lambda$. Outside $\Lambda$, filled and empty states stay separated as $m\to0$. Their contribution is smooth and odd in $m$, so it vanishes in that limit.

The total tends to $-\mathrm{sgn}\,m$. Because it is an integer, it keeps this value while the gap stays open. The two faces are equivalent under inversion, which leaves magnetization unchanged, so each carries half.

This was tested on a five-layer lattice slab with an exchange energy of 0.15 on its outer layers, in lattice energy units. Parallel exchange gave $-1.0000\,e^2/h$ in the gap; opposite exchange gave zero. With parallel exchange and $\mu=0.30$, the slab gave $-0.50\,e^2/h$, with an accuracy limited by the sharp Fermi edge on a finite momentum grid. Two cones with $m/\mu=0.5$ should give $-0.5$.

## Worked example

Take $\hbar v=0.30$ eV nm, $m=0.030$ eV and $\mu=0.10$ eV. The Fermi wavevector is

$$k_F=\frac{\sqrt{0.10^2-0.030^2}}{0.30}
=0.318\ \mathrm{nm}^{-1}.$$

The upper-band density is $k_F^2/4\pi=0.00805\ \mathrm{nm}^{-2}$. The two band contributions are

$$s_-=-0.50,\qquad
s_+=\frac{0.030}{2}\left(\frac1{0.030}-\frac1{0.10}\right)=0.35 .$$

Their sum is $-0.15\,e^2/h$, or $-5.81$ microsiemens. At fixed mass, doubling $\mu$ to 0.20 eV halves the magnitude to $0.075\,e^2/h$. Moving $\mu$ to 0.02 eV, inside the gap, restores $0.50\,e^2/h$. Diagonalization and integration over the cone reproduce these values; the numerical output lists them.

## Corrections to the bands and occupation

**Scalar quadratic term.** Add $Dk^2$ times the identity matrix. The eigenvectors do not change, so neither does the curvature. The pocket now ends where $Dk_F^2+E(k_F)=\mu$. With the lower band kept full and $\mu>|m|$, replacing the upper limit of the pocket integral gives

$$\frac{\sigma_{xy}}{e^2/h}
=-\frac{m}{2(\mu-Dk_F^2)} .$$

For $D=0.10$ eV nm$^2$, the shift $Dk_F^2$ is 0.0083 eV. At fixed $\mu$, the result becomes $-0.164\,e^2/h$, a 9.1% increase in magnitude.

**Hexagonal warping.** Add $\lambda k^3\cos3\theta$ to the mass. Changing the sign of $\lambda$ is the same as rotating this pattern by $60^\circ$, and the rest of the model is isotropic. The Hall conductivity is therefore even in $\lambda$, so the first correction is quadratic. For $\lambda=0.20$ eV nm$^3$, the warping energy at the unwarped $k_F$ is 0.0064 eV, yet the magnitude falls by only 0.7%. With both $D$ and $\lambda$ present it is $0.163\,e^2/h$.

**Temperature.** Every Fermi function is an average of sharp steps, weighted by $-\partial f/\partial\varepsilon$. Thus, at fixed $m$ and $\mu$,

$$\sigma_{xy}(T)=\int d\varepsilon
\left(-\frac{\partial f}{\partial\varepsilon}\right)
\sigma_{xy}(\varepsilon,T=0).$$

When $k_BT$ is small compared with $\mu-|m|$, expand $1/\varepsilon$ about $\mu$. The linear term averages to zero. The weight has variance $\pi^2(k_BT)^2/3$, and half the second derivative of $1/\varepsilon$ is $1/\mu^3$. The relative change is therefore $+\pi^2(k_BT)^2/(3\mu^2)$. The full integral gives an increase of 0.02% at 10 K and 24% at 300 K. The latter measures thermal smearing alone, because the mass is held fixed.

## Why weak disorder can still matter

Scattering contributes to the Hall current in a way that need not vanish with the scattering rate. To see how such a term arises, take $\mu>|m|$ and a short-range scalar potential with correlation $\langle V(\mathbf r)V(\mathbf r')\rangle=W\delta(\mathbf r-\mathbf r')$ and Gaussian statistics.

The density of states is $\mu/(2\pi v^2)$. The angular average of $P_+$ at the Fermi energy is $(1+m\sigma_z/\mu)/2$. Multiplying both by $-i\pi W$ gives the broadening part of the retarded self-energy:

$$\Sigma^R=-i(\gamma_0+\gamma_z\sigma_z),\qquad
\gamma_0=\frac{W\mu}{4v^2},\quad
\gamma_z=\frac{Wm}{4v^2}.$$

The real part shifts $\mu$ and $m$ by terms of order $W\ln[E_c^2/(\mu^2-m^2)]$, which grow logarithmically with the cutoff energy $E_c$; in the example they are about 1.5 times the broadening for $E_c=1$ eV. They vanish as $W\to0$ at fixed cutoff and are dropped, or equivalently absorbed into $\mu$ and $m$.

The starting point is the part of the linear-response formula that pairs retarded and advanced Green functions at the Fermi energy. Define

$$K[X]=\int\frac{d^2k}{(2\pi)^2}G^RXG^A .$$

Without repeated scattering, this part gives $\mathrm{Tr}(v\sigma_xK[v\sigma_y])$ in units of $e^2/h$. Inverting the $2\times2$ matrix gives

$$G^R=\frac{\mu+i\gamma_0+v\mathbf k\cdot\boldsymbol\sigma+(m-i\gamma_z)\sigma_z}
{\mathcal D},$$

$$\mathcal D\simeq\mu^2-m^2-v^2k^2+2iY,\qquad
Y=\mu\gamma_0+m\gamma_z .$$

Put $\sigma_y$ between $G^R$ and $G^A$ and average over angle. Terms linear in $\mathbf k$ vanish. The quadratic term is proportional to $\sigma_x\sigma_y\sigma_x+\sigma_y^3=0$. To first order in the broadening, the remaining numerator is

$$(\mu^2-m^2)\sigma_y-2(m\gamma_0+\mu\gamma_z)\sigma_x .$$

With $x=v^2k^2$, the momentum measure is $dx/(4\pi v^2)$. For $Y\ll\mu^2-m^2$, the narrow peak gives $\int dx/|\mathcal D|^2=\pi/(2Y)$. Hence $K[\sigma_y]=p\sigma_y-r\sigma_x$, where

$$p=\frac{\mu^2-m^2}{8v^2Y},\qquad
r=\frac{m\gamma_0+\mu\gamma_z}{4v^2Y}.$$

The response without repeated scattering is $-2v^2r$. For a purely scalar width, $\gamma_z=0$, this is $-m/(2\mu)$: the intrinsic result. The remaining parts of the response formula must then sum to zero in the clean limit. They lack the retarded-advanced product that is singular for small width, so weak disorder changes them only by terms that vanish with it.

For the actual self-energy, set $S=\mu^2+m^2$. Then $Y=WS/4v^2$, and

$$Wp=\frac{\mu^2-m^2}{2S},\qquad
r=\frac{\mu m}{2v^2S}.$$

Repeated scattering without crossed impurity lines replaces $K$ by $K+KWK+\cdots=K(1-WK)^{-1}$. By rotation, $K[\sigma_x]=p\sigma_x+r\sigma_y$. The off-diagonal part is small, since $r/p$ is of order $W$. Differentiating $z/(1-Wz)$ at $z=p$ shows that the series multiplies $r$ by $1/(1-Wp)^2$. Since

$$1-Wp=\frac{\mu^2+3m^2}{2(\mu^2+m^2)},$$

the response is

$$\frac{\sigma_{xy}^{\mathrm{ladder}}}{e^2/h}
=-\frac{4\mu m(\mu^2+m^2)}{(\mu^2+3m^2)^2}.$$

Its ratio to the intrinsic value is

$$R=\frac{8\mu^2(\mu^2+m^2)}{(\mu^2+3m^2)^2}.$$

The disorder strength has cancelled. The ratio tends to 1 at the gap edge, provided the broadening is taken to zero first, and to 8 for $\mu\gg|m|$. In the example it is 5.4, giving $-0.81\,e^2/h$.

This ladder value must not be used as an estimate of the disorder effect. Diagrams with one pair of crossed impurity lines are of the same order in $W$. They are not derived here. For the same disorder they contribute about $+0.68\,e^2/h$ in the example, which brings the total to about $-0.13\,e^2/h$, close to the intrinsic value. That closeness is not general: the ratio of the total to the intrinsic value is about 1.3 at $\mu/m=1.5$, 0.89 in the example and 0.15 at $\mu/m=10$, and other disorder, including magnetic impurities, changes it. All of this assumes Gaussian statistics. A potential with a nonzero third moment adds a skew-scattering term that grows as the impurities become dilute.

## Use for a telluride surface

The example is meant for a magnetically doped surface of the bismuth telluride family. In pure Bi$_2$Te$_3$ the Dirac point lies below the top of the bulk valence band, so bulk holes can accompany the surface carriers at this $\mu$; alloying with antimony can bring the Dirac point into the bulk gap. The velocity is of typical size; a 0.060 eV gap is large for such a film, and $D$ and $\lambda$ are round inputs. Magnetic order in these doped films is lost well below room temperature, so the fixed-mass value at 300 K is not an operating prediction. Real surfaces also break the assumption of no scattering; the resulting change depends on the type of disorder, and the ladder factor 5.4 is not an estimate of it. Bulk carriers and spatial variation of $m$ or $\mu$ need separate treatment.

A transport measurement on a film includes both faces. If they have equal masses and chemical potentials, their intrinsic contributions add to $-0.30\,e^2/h$ here. The single-surface formula is suitable as the intrinsic part of a larger transport model, or as a check on a band-structure integration. To predict a measured Hall signal, the scattering contribution must be calculated for the disorder actually present.

## Table of computed values

```
INPUTS (round model values)
hbar times velocity: 0.300 eV nm
mass: 0.030 eV; full gap: 0.060 eV
chemical potential from Dirac point: 0.100 eV
scalar quadratic coefficient D: 0.100 eV nm^2
warping coefficient lambda: 0.200 eV nm^3
INTRINSIC RESULT
mass / chemical potential: 0.3000 (no unit)
Fermi wavevector: 0.3180 nm^-1
upper-band carrier density: 0.00805 nm^-2
full lower band: -0.50000 e^2/h
filled part of upper band: 0.35000 e^2/h
sigma_xy: -0.15000 e^2/h = -5.8111 microsiemens
conductance quantum e^2/h: 38.7405 microsiemens
CHEMICAL POTENTIAL SCAN, same mass
mu = -0.10 eV: -0.15000 e^2/h
mu = 0.02 eV: -0.50000 e^2/h
mu = 0.05 eV: -0.30000 e^2/h
mu = 0.10 eV: -0.15000 e^2/h
mu = 0.20 eV: -0.07500 e^2/h
reversed mass, mu = 0.10 eV: 0.15000 e^2/h
INDEPENDENT CHECKS
v_x/field, time evolution: 0.41651 (model units)
v_x/field, curvature: 0.41647 (model units)
slab mass and mu: 0.15, 0.30 (lattice units)
slab, parallel exchange, in gap: -1.0000 e^2/h
slab, parallel exchange, outside gap: -0.5002 e^2/h
slab, opposite exchange, in gap: 0.0000 e^2/h (size)
Green-function bubble, scalar width: -0.14999 e^2/h
NEGLECTED EFFECTS, each at the example's mass and mu
D k_F^2 (k_F with D): 0.00834 eV
with D: -0.16364 e^2/h; change 9.09 %
lambda k_F^3 (k_F of plain cone): 0.00643 eV
with warping: -0.14899 e^2/h; change -0.67 %
with D and warping: -0.16297 e^2/h; change 8.65 %
at 10 K: -0.15004 e^2/h; change 0.02 %
at 300 K: -0.18546 e^2/h; change 23.64 %
weak-disorder ladder total: -0.8108 e^2/h
ladder total / intrinsic: 5.405 (no unit)
```
